# Why a density-exact periodic Kohn-Sham potential can miss the polarization

**Question.** An exact periodic Kohn-Sham (KS) potential gives non-interacting electrons the bulk density of the interacting insulator. Why need the Berry phase of those electrons not equal the true polarization?

**Answer.** Polarization records how much charge has flowed through the cells, and the periodic density does not record all of that flow. For the electron number density $n$ and number current $\mathbf j$, continuity reads $\partial_t n=-\nabla\cdot\mathbf j$. A current that is uniform in space has no divergence, so it leaves $n$ unchanged. Yet the cell-averaged current is what changes the polarization:

$$\frac{d\mathbf P}{dt}=-e\,\bar{\mathbf j}.$$

Two systems can therefore share the same periodic density throughout a slow change and differ in $\bar{\mathbf j}$. I take the true macroscopic field to be zero. "Need not" is the right strength: in some cases, met below, the two polarizations agree.

## A chain in which the flow can be counted

Each cell of length $a$ has a site A at $x=0$ and a site B at $x=\beta a$, and holds two electrons. Hopping is $t_1$ inside a cell and $t_2<t_1$ from B to the next A. The A level lies $\Delta$ above the B level, and two electrons on one site repel with energy $U$. The site occupations are the density. The KS system has the same hoppings, $U=0$, and an offset $v$ in place of $\Delta$, chosen to reproduce $n_B$. This is lattice density-functional theory: it can prove the possibility, but it does not compute a material.

Switch $t_2$ on slowly from zero. Let $Q_s$ electrons per cell pass from A to B, and $W$ from B to the next A. Then

$$\delta n_B=Q_s-W .$$

The density fixes this difference only. Adding the same amount to $Q_s$ and $W$ changes no occupation.

The first flow moves electrons by $\beta a$ and the second by $(1-\beta)a$. In units of $a$, the displacement per cell is

$$\beta Q_s+(1-\beta)W=\beta(\delta n_B+W)+(1-\beta)W=\beta\,\delta n_B+W .$$

Isolated cells start with the electronic dipole $\beta n_B$, so the total is $\beta n_B+W$.

The cores carry $+2$ on A and $0$ on B, so shifting B moves no core charge. The reference is the centrosymmetric chain, $t_1=t_2$ and $\beta=1/2$. There inversion pins $n_B/2+W$ to discrete values. For very large $\Delta$ both electrons sit on B and nothing flows, which gives 1. The value stays 1 as long as the gap stays open. With $S$ the area per chain,

$$P=-\frac eS\,(\beta n_B+W-1).$$

Since $n_B$ is shared, the cell dipole cancels in the comparison:

$$P_{KS}-P=-\frac eS\,(W_{KS}-W).$$

## The flow is a Berry phase

Take a ring of $N$ cells and put a phase on every weak bond, so that its rightward hopping term becomes $T=-t_2e^{i\varphi}\sum c^\dagger_{A,j+1}c_{B,j}$, summed over cells and spins. With $\hbar=1$, the total rate of rightward transfers is $i(T^\dagger-T)=-\partial_\varphi H$.

Let a parameter $\lambda$ change slowly. To first order in $\dot\lambda$, the ground state $|0\rangle$ acquires admixtures

$$c_n=\frac{i\dot\lambda\langle n|\partial_\lambda0\rangle}{E_n-E_0}.$$

Perturbation theory in $\varphi$ gives $\langle0|\partial_\varphi H|n\rangle=-(E_n-E_0)\langle\partial_\varphi0|n\rangle$. The energy denominators cancel, and the transfer rate is

$$-\partial_\varphi E_0-2\dot\lambda\,\mathrm{Im}\langle\partial_\varphi0|\partial_\lambda0\rangle
=-\partial_\varphi E_0+\dot\lambda\left[\partial_\lambda\mathrm{Im}\langle0|\partial_\varphi0\rangle-\partial_\varphi\mathrm{Im}\langle0|\partial_\lambda0\rangle\right].$$

Raising $\varphi$ by $2\pi/N$ is equivalent to multiplying the state by $\exp[i(2\pi/N)\sum_j jn_j]$, where $n_j$ is the number of electrons in cell $j$. Averaging over this interval, which stands for the bulk limit, removes both $\varphi$ derivatives. Dividing by $N$ gives the flow per bond:

$$W=\frac1{2\pi}\int_0^{2\pi/N}\mathrm{Im}\langle\psi|\partial_\varphi\psi\rangle\,d\varphi .$$

The end states are joined by the stated factor. At $t_2=0$ every cell holds two electrons, that factor is 1, and $W=0$.

For KS electrons of crystal momentum $k$, set $q=\varphi-k$, $m=v/2$, $g=t_1+t_2e^{iq}$ and $E=\sqrt{m^2+|g|^2}$. The Bloch matrix is

$$h=\begin{pmatrix}m&-g\\-g^*&-m\end{pmatrix}.$$

Its lower state, at energy $-E$, has weight $(1+m/E)/2$ on B and $(1-m/E)/2$ on A. The A amplitude carries the phase $\chi=\arg g$ relative to B. Hence $\mathrm{Im}\langle u|\partial_qu\rangle=\tfrac12(1-m/E)\chi'$. Counting both spins, and writing $\langle\cdot\rangle_q$ for the average over $q$,

$$n_B=1+\left\langle\frac mE\right\rangle_q,\qquad
W_{KS}=-\left\langle\frac mE\,\chi'\right\rangle_q,\qquad
\chi'=\frac{t_2(t_2+t_1\cos q)}{|g|^2}.$$

The term $\langle\chi'\rangle_q$ has dropped out because $g$ does not encircle the origin when $t_2<t_1$.

Now the difficulty is visible. Since $\partial(m/E)/\partial m=|g|^2/E^3>0$, the density determines $m$ uniquely. The flow is a different average, and no parameter is left with which to adjust it.

## Why interaction changes the flow at fixed density

Let $t_2$ be small. To first order each weak bond adds $e^{i\varphi}|R\rangle+e^{-i\varphi}|L\rangle$ to the state, where one electron has crossed virtually to the right or left. The Berry formula then gives

$$W=\|R\|^2-\|L\|^2 .$$

Write $b=n_B/2$, $c=n_A/2$ and $d=b-c=n_B-1$.

**KS electrons.** The occupied orbital of a cell is $\sqrt c\,A+\sqrt b\,B$ and the empty one is $\sqrt b\,A-\sqrt c\,B$. A right hop leaves B and arrives on A, with amplitude of size $t_2b$. A left hop has size $t_2c$. Both cost the gap $2E$, where now $E=\sqrt{m^2+t_1^2}$. Summing over two spins and using $b+c=1$,

$$W_{KS}=\frac{2t_2^2(b^2-c^2)}{(2E)^2}=\frac{2t_2^2d}{(2E)^2}=\frac{t_2^2\,d(1-d^2)}{2t_1^2}.$$

The last step uses $d=m/E$, hence $t_1^2=E^2(1-d^2)$.

**Interacting electrons.** Let $\psi_{ss'}$ be the amplitude for the up electron on $s$ and the down electron on $s'$ in an isolated cell of energy $E_2$. Removing an up electron from B leaves a down electron with amplitudes $(\psi_{BA},\psi_{BB})$. Adding an up electron on A of the next cell is possible only if its own up electron is on B, so it selects the same amplitudes there. That second cell now has both up states filled, and its down electron feels $U$ on either site.

Let $R_m$ be the weights of these amplitudes on the one-electron cell states, whose energies are $\varepsilon_m=\pm\sqrt{\Delta^2/4+t_1^2}$. Let $L_m$ be the weights of $(\psi_{AA},\psi_{AB})$, which describe the left hop. Then

$$W=2t_2^2\sum_{mn}\frac{R_mR_n-L_mL_n}{(U+\varepsilon_m+\varepsilon_n-2E_2)^2}.$$

The density fixes the totals $\sum_mR_m=b$ and $\sum_mL_m=c$. It does not fix how the weights are spread over the intermediate states, nor what those states cost. If they all cost $D$, the sum would be $2t_2^2d/D^2$, the KS form with $D$ in place of the KS gap. This defines an effective cost $D$ for the interacting chain.

## Numbers

Take $t_1=2.4$ eV, $t_2=1.4$ eV, $\Delta=8$ eV, $U=6$ eV, $\beta=0.46$, $a=0.5$ nm and $S=0.25$ nm², so that $e/S=64.09$ µC/cm².

In the weak-link limit $d=0.5794$. The interacting flow is $W/t_2^2=0.02671$ eV⁻² and the KS flow is $0.03341$ eV⁻². The KS gap is 5.89 eV, while the effective interacting cost is $D=\sqrt{2(0.5794)/0.02671}=6.59$ eV. The cheapest interacting transfer costs $U+2\varepsilon_--2E_2=6.21$ eV, already above the KS gap; with all weight at that cost the flow would be $0.0300$ eV⁻². The rest of the drop to $0.02671$ comes from part of the right-hop weight going to states that cost 15.5 eV or more. Both effects displace fewer electrons.

At the full $t_2$, diagonalizing a four-cell ring gives $n_B=1.5896$ and $W=0.0621$. The KS offset that reproduces this density is 3.57 eV, and it gives $W_{KS}=0.0713$. Therefore

$$P=-64.09\,(0.46\times1.5896+0.0621-1)=13.2\ \mu\text{C/cm}^2,$$

$$P_{KS}-P=-64.09\times0.00918=-0.59\ \mu\text{C/cm}^2 .$$

The KS value is 12.7 µC/cm², which is 4.4% below the interacting one. The percentage depends on the chosen $\beta$, which moves $P$ but not $P_{KS}-P$: it is 3.0% at $\beta=0.40$ and 6.4% at $\beta=0.50$. The difference is far smaller than $e/S$, the change made by moving one electron in every cell along by a whole cell length, so it is no mere choice of branch.

The flow can also be measured directly. Integrating the currents of a three-cell interacting ring in real time, while $t_2$ rises, gives 0.06207 electrons through the weak bond, equal to the Berry-phase value to the digits shown. The strong bond carries 0.07216. Their difference, 0.0101, is the rise of $n_B$ from 1.5794 to 1.5895.

## When the two agree

With $U=0$ both flows are 0.03768, as they must be. With $t_2\to0$ both vanish, and the density alone gives the dipole. At $t_2=t_1$ inversion symmetry requires $W=1-n_B/2$ for both, and the results are 0.2120 and 0.2119. This agreement assumes that the interacting state remains connected to the large-$\Delta$ insulator without closing the gap.

With $t_1$, $\Delta$ and $U$ held fixed, $W_{KS}-W$ is 0.0031 at $t_2=0.7$ eV, 0.0092 at 1.4 eV and 0.0072 at 2.0 eV (0.0073 in a three-cell ring). It rises from one point of forced agreement and falls towards the other.

## What happens in a finite sample

Switching on $t_2$ in a long open chain of intact cells sends $W$ electrons to the right through each interior bond. The part of the chain to the right of such a bond therefore gains $W$ electrons, and they collect at the right end. Its exact KS density includes the ends, so its dipole must be right. The periodic KS potential fails here: continued through a 60-cell open chain, it collects 0.0713 electrons. The exact finite-chain potential must hold some of them back.

It can do so with a slope. If the KS potential energy rises by $r$ per cell to the right, right hops cost $2E+r$ and left hops $2E-r$:

$$W=2t_2^2\left[\frac{b^2}{(2E+r)^2}-\frac{c^2}{(2E-r)^2}\right].$$

Equating this to the interacting weak-link flow predicts $r=0.576$ eV. Finding the KS potential that reproduces the exact density of a three-cell open chain with $t_2=0.1$ eV gives rises of 0.575 eV at both bonds. This slope belongs to the exchange-correlation part of the potential, as no true field is present, and a strictly periodic potential cannot contain it.

At the full $t_2$, a four-cell chain shows a central rise of 0.36 eV, or 7.1 MV/cm. End effects are still visible, since the outer rises are 0.48 eV, and the central rise falls to 0.345 eV in five cells and 0.33 eV (about 6.6 MV/cm) in six. If a rise of 0.33 eV persisted, about 12 cells would use up the KS gap of 4.1 eV. The picture of a uniform slope in an insulating KS system must then fail; what replaces it was not computed.

## Beside hafnia

Ferroelectric hafnia has a gap of roughly 5 to 6 eV, lattice constants near 0.5 nm and a film polarization of order 10 µC/cm². The model's cell was chosen in that range, and its polarization lands there through the chosen $\beta$ and $S$; its gap, 4.36 eV in a three-cell ring and 4.26 and 4.24 eV in four- and five-cell rings, is low. The assumption that matters most among those sized is the purely on-site repulsion. A neighbour repulsion of 1 eV changes the discrepancy from $-0.59$ to $-0.31$ µC/cm², so its size is no prediction for hafnia.

Hopping of 0.5 eV between like sites of two chains (A to A and B to B) moves the discrepancy by only 0.002 µC/cm² in two-cell rings; this figure does not cover hopping between unlike sites. A field of 1 MV/cm adds 0.14 µC/cm² of KS electronic polarization, and its 1 eV drop across 10 nm is well below the gap. At 400 K the factor $\exp(-\text{gap}/2k_BT)$, which governs the number of thermal carriers, is of order $10^{-27}$ for a gap near 4.2 eV. Ionic relaxation, further orbitals and the long-range Coulomb interaction are left out. So is the separate error of an approximate functional, which a practical calculation adds to the one explained here. The remaining values are in the numerical output.

## Table of computed values

```
Inputs: t1=2.4, t2=1.4, Delta=8.0, U=6.0 eV
Inputs: beta=0.46, a=0.5 nm, S=0.25 nm2
e/S: 64.09 uC/cm2
n_B, interacting and KS: 1.5896 electrons
KS offset v: 3.5663 eV
W interacting, 4-cell ring: 0.06209 electrons
W KS, same n_B: 0.07127 electrons
W_KS - W: 0.00918 electrons
P interacting: 13.247 uC/cm2
P KS Berry phase: 12.659 uC/cm2
P_KS - P: -0.588 uC/cm2
(P_KS - P)/P: -4.44 %
n_B before t2 is switched on: 1.5794 electrons
n_B after, 3-cell ring: 1.5895 electrons
W Berry phase, 3-cell ring: 0.06207 electrons
Real-time charge, weak bond: 0.06207 electrons
Real-time charge, strong bond: 0.07216 electrons
End charge of 60-cell KS chain: 0.07127 electrons
End charge of 4-cell interacting chain: 0.06029 electrons
t2=0.7 eV: n_B=1.5828, W=0.01371, W_KS=0.01681 electrons
t2=2.0 eV: n_B=1.5874, W=0.14205, W_KS=0.14937 electrons
t2=t1: n_B=1.5761, W=0.21197, W_KS=0.21194 electrons
U=0: v=8.0000 eV, W=0.03768, W_KS=0.03768
Weak link: d: 0.5794
Weak link: W/t2^2 interacting: 0.02671 1/eV^2
Weak link: W/t2^2 KS: 0.03341 1/eV^2
Weak link: KS gap: 5.889 eV
Weak link: predicted KS rise per cell: 0.5757 eV
Inverted 3-cell chain, t2=0.1 eV, rises: [0.5752 0.5752] eV
Inverted 4-cell chain, full t2, rises: [0.4803 0.3565 0.4803] eV
Central rise as a field: 7.13 MV/cm
KS gap: 4.089 eV
Cells until central rise adds up to KS gap: 11.5
Interacting charge gap, 3-cell estimate: 4.363 eV
P_KS-P, 3-cell ring: -0.590 uC/cm2
P_KS-P, neighbour repulsion 1 eV, 3 cells: -0.306 uC/cm2
P_KS-P, single chain, 2 cells: -0.645 uC/cm2
P_KS-P, two chains, hopping 0.5 eV, 2 cells: -0.647 uC/cm2
Thermal factor exp(-gap/2kT) at 400 K: 3.2e-28
KS electronic polarization at 1 MV/cm: 0.144 uC/cm2
Drop over 10 nm film at 1 MV/cm: 1.00 eV
```
